# Relaxed-Ion Elastic Constants and the Softening Due to Internal Strain

## Definitions and conventions

A crystal has \(N\) ions in a cell of volume \(\Omega\). In the reference state the forces on the ions and the stress both vanish. A homogeneous deformation \(F\), together with displacements \(u_\kappa\) that are the same in every cell, takes the ions from \(R_\kappa\) to

\[
r_\kappa=F(R_\kappa+u_\kappa),\qquad \eta=\tfrac12(F^TF-1).
\]

The displacements are thus measured in the undeformed frame, and \(\eta\) is the Lagrangian strain. A vector \(b\) from ion \(i\) to ion \(j\) becomes \(F(b+u_j-u_i)\). A rigid rotation changes \(F\) but not \(F^TF\), so the static energy per cell is a function \(E(u,\eta)\). The six Voigt components are

\[
\eta_1=\eta_{xx},\quad \eta_2=\eta_{yy},\quad \eta_3=\eta_{zz},\quad
\eta_4=2\eta_{yz},\quad \eta_5=2\eta_{xz},\quad \eta_6=2\eta_{xy}.
\]

Let \(m,n\) run over the \(3N\) displacement components and \(i,j\) over the six strains. Three second derivatives, taken at the reference state, are needed:

\[
K_{mn}=\frac{\partial^2E}{\partial u_m\partial u_n},\qquad
\Lambda_{mj}=-\frac{\partial^2E}{\partial u_m\partial\eta_j},\qquad
\bar C_{ij}=\frac1\Omega\frac{\partial^2E}{\partial\eta_i\partial\eta_j}\bigg|_u .
\]

\(K\) is the force-constant matrix. \(\Lambda\) is the internal-strain tensor; with its minus sign, \(\Lambda_{mj}\) is the force on coordinate \(m\) per unit strain \(j\) while \(u\) is held at zero. \(\bar C\) contains the clamped-ion elastic constants. Clamped ions still move with the homogeneous deformation; only their additional displacement \(u\) is zero.

The relaxed-ion constants \(C_{ij}\) are the second derivatives, divided by \(\Omega\), of the energy after the ions have moved to zero force at each strain. The treatment is static, without thermal or zero-point motion, and an insulator in which strain or ionic displacement can produce a polarization, such as a tetrahedral crystal with two different atoms, is held at zero macroscopic electric field.

## A case with one internal coordinate

Take a tetrahedral crystal with cubic lattice constant \(a\), two atoms per primitive cell and \(\Omega=a^3/4\). The four bonds from atom 1 to its neighbours of type 2 are \(b_n=(a/4)s_n\), with

\[
s_1=(1,1,1),\; s_2=(1,-1,-1),\; s_3=(-1,1,-1),\; s_4=(-1,-1,1).
\]

Their squared length is \(d^2=3a^2/16\). Let \(\Delta_{nm}\) be the change in the dot product of bonds \(n\) and \(m\). The model energy is

\[
E=\frac{k_s}{8d^2}\sum_n\Delta_{nn}^2+2\,\frac{k_b}{2d^2}\sum_{n<m}\Delta_{nm}^2 .
\]

For a small change of length \(\delta r\), \(\Delta_{nn}\simeq2d\,\delta r\), so the first term is \(\tfrac12k_s\delta r^2\) per bond. The second term resists changes in the dot products of neighbouring bonds. A dot product depends on the angle but also on the two bond lengths, so this term is nonzero even under a uniform dilation, where no angle changes. Its factor 2 counts the angles at both atoms: the bonds leaving atom 2 are \(-b_n\) and have the same dot products.

With \(w=u_2-u_1\), the first-order change is

\[
\Delta_{nm}=2b_n^T\eta\,b_m+w\cdot(b_n+b_m).
\]

This order suffices for second derivatives of \(E\), because \(E\) is quadratic in the \(\Delta_{nm}\), which vanish in the reference state.

Apply the shear \(\eta_4=\varepsilon\), that is \(\eta_{yz}=\eta_{zy}=\varepsilon/2\). A twofold rotation about \(x\) leaves this strain and the crystal unchanged but reverses the \(y\) and \(z\) components of any force. The relative displacement is therefore along \(x\); call it \(w\). Define \(q=a\varepsilon/4\).

For \(n=m\), the product of the three components of \(s_n\) is 1, so \(s_{ny}s_{nz}=s_{nx}\) and

\[
\Delta_{nn}=\frac{a^2\varepsilon}{8}s_{nx}+\frac a2 w\,s_{nx}
=\frac a2 s_{nx}(w+q).
\]

The four squares add up to \(a^2(w+q)^2\). For \(n\ne m\),

\[
\Delta_{nm}=\frac{a^2\varepsilon}{16}(s_{ny}s_{mz}+s_{nz}s_{my})+\frac a4w(s_{nx}+s_{mx}).
\]

For the pair (1,2) the brackets are \(-2\) and \(2\), which gives \(\Delta_{12}=(a/2)(w-q)\). For (3,4) they are \(2\) and \(-2\), which gives \(\Delta_{34}=-(a/2)(w-q)\). For the other four pairs both brackets vanish. The squares add up to \((a^2/2)(w-q)^2\). With \(a^2/d^2=16/3\),

\[
E=P(w+q)^2+Q(w-q)^2,\qquad P=\tfrac23k_s,\quad Q=\tfrac83k_b .
\]

The stretching term favours \(w=-q\), which keeps the bond lengths fixed to first order, and the second term favours \(w=+q\), which keeps the dot products fixed. The angles themselves are kept fixed by a third value. With \(\cos\theta=-\tfrac13\) in the reference state, \(\delta\cos\theta_{nm}=[\Delta_{nm}+(\Delta_{nn}+\Delta_{mm})/6]/d^2\). This is \(\pm a(2w-q)/3d^2\) for the pairs (1,2) and (3,4) and zero for the other four, so it vanishes at \(w=q/2\). Expanding the squares and inserting \(q=a\varepsilon/4\) gives

\[
E=\tfrac12\kappa w^2-\lambda\varepsilon w+\tfrac12\Omega\bar C_{44}\varepsilon^2,
\]

\[
\kappa=2(P+Q)=\tfrac43(k_s+4k_b),\qquad
\lambda=-\tfrac a2(P-Q)=-\tfrac a3(k_s-4k_b),
\]

\[
\bar C_{44}=\frac{2(P+Q)}{\Omega}\frac{a^2}{16}=\frac{k_s+4k_b}{3a}.
\]

Zero force requires \(\kappa w=\lambda\varepsilon\). Putting \(w=\lambda\varepsilon/\kappa\) back, the first term gives \(+\lambda^2\varepsilon^2/2\kappa\) and the second \(-\lambda^2\varepsilon^2/\kappa\). Their sum is \(-\lambda^2\varepsilon^2/2\kappa\), so

\[
C_{44}=\bar C_{44}-\frac{\lambda^2}{\Omega\kappa}
=\frac{(k_s+4k_b)^2-(k_s-4k_b)^2}{3a(k_s+4k_b)}
=\frac{16k_sk_b}{3a(k_s+4k_b)} .
\]

Half of the energy released by the coupling is spent on displacing the ions against \(\kappa\). The other half is the net gain.

**Numbers.** Choose \(a=5.0\) Å, \(k_s=100\) N/m and \(k_b=10\) N/m, so that \(\Omega=31.25\) Å³. Then

\[
\kappa=\tfrac43(140)=186.67\ \text{N/m},\qquad
\lambda=-\tfrac13(5\times10^{-10})(60)\ \text{N}=-10.0\ \text{nN}.
\]

The clamped constant is \(140/(15\times10^{-10})\) Pa \(=93.33\) GPa. Relaxation removes

\[
\frac{(10^{-8})^2}{(31.25\times10^{-30})(186.67)}\ \text{Pa}=17.14\ \text{GPa},
\]

which leaves \(C_{44}=76.19\) GPa, a reduction of 18.4 percent relative to the clamped value. At \(\varepsilon=0.001\) the sublattices shift by only \(w=-0.0536\) pm. The shift is small, but it is proportional to the strain, so its energy is of the same order, \(\varepsilon^2\), as the elastic energy itself.

**Limits.** If \(k_s=4k_b\), the two preferences for \(w\) balance, \(\lambda=0\), and relaxation does nothing. If \(k_b\to0\), the clamped constant tends to \(k_s/3a\) but the relaxed one tends to zero: the choice \(w=-q\) keeps every bond length unchanged to first order, and nothing else resists the shear.

## Any number of ions

The first derivatives of \(E\) vanish in the reference state, so Taylor's theorem gives

\[
E=E_0+\tfrac\Omega2\eta^T\bar C\eta-u^T\Lambda\eta+\tfrac12u^TKu+\text{cubic terms}.
\]

To leading order the force is \(-\partial E/\partial u=\Lambda\eta-Ku\), and zero force means

\[
Ku=\Lambda\eta .
\]

This cannot be solved by writing \(K^{-1}\), because \(K\) is singular. Let \(t\) displace every ion by the same vector. Then \(E(u+t,\eta)=E(u,\eta)\) for all \(u\) and \(\eta\). Differentiating with respect to the size of \(t\), and then with respect to \(u\) or \(\eta\), gives

\[
Kt=0,\qquad t^T\Lambda=0 .
\]

Assume that these translations are the only null vectors of \(K\). The range of a symmetric matrix is the orthogonal complement of its null space. The second relation says that \(\Lambda\eta\) lies in that complement, so a solution exists for every strain.

Let \(Ke_s=\kappa_se_s\) with orthonormal \(e_s\). The pseudoinverse inverts the nonzero eigenvalues and leaves the null space at zero:

\[
K^+=\sum_{\kappa_s\neq0}\frac{e_se_s^T}{\kappa_s}.
\]

The product \(KK^+\) is the projector onto the range of \(K\), so \(KK^+\Lambda\eta=\Lambda\eta\). All solutions are

\[
u=K^+\Lambda\eta+t,
\]

with an arbitrary rigid translation \(t\), which drops out of the energy. Insert \(u=K^+\Lambda\eta\) into the two terms that contain \(u\). Since \(K^+\) is symmetric and \(K^+KK^+=K^+\),

\[
-u^T\Lambda\eta+\tfrac12u^TKu
=-\eta^T\Lambda^TK^+\Lambda\eta+\tfrac12\eta^T\Lambda^TK^+\Lambda\eta
=-\tfrac12\eta^T\Lambda^TK^+\Lambda\eta .
\]

Collecting the terms quadratic in \(\eta\) gives

\[
\boxed{\;C_{ij}=\bar C_{ij}-\frac1\Omega\sum_{mn}\Lambda_{mi}(K^+)_{mn}\Lambda_{nj}\;}
\]

The neglected cubic terms do not alter this. With the translation fixed, they change the equilibrium displacement by some \(\delta\) of order \(\eta^2\). The quadratic energy is stationary at \(K^+\Lambda\eta\), so \(\delta\) changes it by \(\tfrac12\delta^TK\delta\), of order \(\eta^4\). The cubic terms themselves are of order \(\eta^3\). Neither contributes to a second derivative at \(\eta=0\).

One may instead hold ion 1 fixed, delete its three rows and columns, and use an ordinary inverse. The reduced matrix is invertible. Suppose it annihilates a displacement \(v\) with \(v_1=0\). The forces \(Kv\) then vanish on all ions but the first, and they sum to zero over the ions because \(t^TK=0\). Hence \(Kv=0\), \(v\) is a translation, and \(v_1=0\) makes it zero. Fixing ion 1 selects one member of the family \(K^+\Lambda\eta+t\), and all members have the same energy, so the correction to the elastic constants is the same.

**Limit of two atoms.** For the \(x\) displacements \((u_1,u_2)\) of the tetrahedral crystal, \(w=u_2-u_1\) gives

\[
K=\kappa\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad
\Lambda_4=\lambda\begin{pmatrix}-1\\1\end{pmatrix}.
\]

The nonzero eigenvalue is \(2\kappa=373.33\) N/m, with eigenvector \(e=(-1,1)/\sqrt2\). The projection is \(e\cdot\Lambda_4=\sqrt2\,\lambda\), and the correction is \((\sqrt2\lambda)^2/(2\kappa\Omega)=\lambda^2/(\kappa\Omega)\), as before. The eigenvalue is twice the stiffness of the relative coordinate because a normalized eigenvector of unit amplitude has \(w=\sqrt2\).

## The sign of the correction

Now assume also that \(K\) is positive semidefinite, so that the reference positions are a minimum with respect to the ions. Let \(\Lambda_j\) be column \(j\) of \(\Lambda\). The eigenvector expansion of \(K^+\) gives

\[
\bar C_{jj}-C_{jj}=\frac1\Omega\sum_{\kappa_s>0}\frac{(e_s\cdot\Lambda_j)^2}{\kappa_s}\ \ge 0 .
\]

Each term is a square divided by a positive number, so relaxation never raises a diagonal constant. The sum vanishes only if \(\Lambda_j\) is orthogonal to every \(e_s\) with \(\kappa_s>0\). It is already orthogonal to the translations, so it must then be zero. The precise statement is therefore that relaxation softens \(C_{jj}\) if \(\Lambda_j\ne0\) and leaves it unchanged if \(\Lambda_j=0\).

The inequality also has a variational reading. At a given strain, the minimum of the energy over \(u\) cannot exceed its value at \(u=0\). Both energies start from the same \(E_0\) with zero slope, so the relaxed one cannot have the larger curvature.

**Limit of vanishing internal strain.** In the tetrahedral crystal the strains \(\eta_1,\eta_2,\eta_3\) are unchanged by twofold rotations about \(x\), \(y\) and \(z\). Each rotation reverses two components of the force on an atom, so together they forbid all three, and \(\Lambda_1=\Lambda_2=\Lambda_3=0\). For \(\eta_1\) and \(\eta_2\),

\[
\Delta_{nm}=\frac{a^2}{8}(\eta_1s_{nx}s_{mx}+\eta_2s_{ny}s_{my}).
\]

The four terms with \(n=m\) have squares adding up to \((a^4/16)(\eta_1+\eta_2)^2\). For the six pairs, the cross term contains \(s_{nx}s_{mx}s_{ny}s_{my}=s_{nz}s_{mz}\), whose sum over pairs is \([(\sum_ns_{nz})^2-4]/2=-2\). Their squares add up to \((a^4/64)(6\eta_1^2+6\eta_2^2-4\eta_1\eta_2)\). Hence

\[
E=\frac{a^2k_s}{24}(\eta_1+\eta_2)^2+\frac{a^2k_b}{12}(6\eta_1^2+6\eta_2^2-4\eta_1\eta_2).
\]

Differentiating twice and dividing by \(a^3/4\),

\[
C_{11}=\frac{k_s+12k_b}{3a}=146.67\ \text{GPa},\qquad
C_{12}=\frac{k_s-4k_b}{3a}=40.00\ \text{GPa},
\]

with or without relaxation.

## Off-diagonal constants and a crystal of low symmetry

For \(i\ne j\) the correction is

\[
\bar C_{ij}-C_{ij}=\frac1\Omega\sum_{\kappa_s>0}\frac{(e_s\cdot\Lambda_i)(e_s\cdot\Lambda_j)}{\kappa_s}.
\]

The products can have either sign, so an off-diagonal constant may rise.

A triclinic model shows this. Its lattice vectors are \((4,0,0)\), \((0.6,4.4,0)\) and \((0.4,0.8,5)\) Å. Three atoms sit at fractional positions \((0,0,0)\), \((0.45,0.40,0.30)\) and \((0.20,0.70,0.65)\). Every pair closer than 5 Å is joined by a spring at its rest length \(r_0\), with energy \(k(r^2-r_0^2)^2/(8r_0^2)\) and \(k=40\,(3\ \text{Å}/r_0)^4\) N/m. The clamped constants come from central second differences of the energy at small strains. For the relaxed ones, a numerical root finder first moves the atoms to zero force at each strain. The nonzero eigenvalues of \(K\) lie between 63.6 and 304.1 N/m.

| Constant | Clamped (GPa) | Relaxed (GPa) |
|---|---|---|
| \(C_{11}\) | 124.07 | 119.45 |
| \(C_{22}\) | 138.45 | 134.20 |
| \(C_{33}\) | 124.11 | 115.31 |
| \(C_{44}\) | 61.81 | 54.82 |
| \(C_{55}\) | 42.19 | 38.93 |
| \(C_{66}\) | 41.34 | 39.50 |
| \(C_{13}\) | 42.19 | 46.41 |

All six diagonal constants fall, while \(C_{13}\) rises by 4.22 GPa. The clamped values of \(C_{13}\) and \(C_{55}\) coincide for a reason. With \(u=0\), a spring along \(b\) has \(r^2-r_0^2=2b^T\eta b\) and energy \((k/2r_0^2)(b^T\eta b)^2\). Both constants are then \(\Omega^{-1}\sum k\,b_x^2b_z^2/r_0^2\), summed over the springs of one cell. Relaxation adds different corrections to the two and removes the equality.

## Every strain at once

The argument for one column holds for any combination of strains \(v\):

\[
v^T(\bar C-C)v=\frac1\Omega\sum_{\kappa_s>0}\frac{(e_s\cdot\Lambda v)^2}{\kappa_s}\ge0 .
\]

Take for \(v\) the normalized eigenvector of \(\bar C\) with the lowest eigenvalue. The lowest eigenvalue of \(C\) is at most \(v^TCv\), which is at most \(v^T\bar Cv\). It therefore cannot exceed the lowest eigenvalue of \(\bar C\). In the triclinic model, with the Cartesian axes given above, it falls from 31.74 to 28.32 GPa. These two values depend on the choice of axes, because the Voigt vector with doubled shears does not keep its length when the axes are rotated; the inequality holds for any choice.

Young's moduli follow from the compliance \(S=C^{-1}\). A single normal stress \(\sigma_j\) produces \(\eta_j=S_{jj}\sigma_j\), so the modulus along axis \(j\) is \(1/S_{jj}\). If \(C\) is positive definite, completing the square shows that

\[
g^TC^{-1}g=\max_x\,(2g^Tx-x^TCx),
\]

with the maximum at \(x=C^{-1}g\). Replacing \(C\) by \(\bar C\) cannot lower \(x^TCx\) for any \(x\), so it cannot raise the maximum. Hence \(S_{jj}\ge\bar S_{jj}\), where \(\bar S=\bar C^{-1}\), and no Young's modulus rises on relaxation, even though some off-diagonal constants do. Along the three Cartesian axes the moduli of the triclinic model change from 102.02 to 90.38, from 102.26 to 100.21 and from 87.91 to 81.19 GPa.

## Where the result fails

**A soft mode.** Let one \(\kappa_s\) tend to zero from above while \(e_s\cdot\Lambda_j\) stays finite. The correction grows as \(1/\kappa_s\). With a single coupled mode, \(C_{jj}\) reaches zero when

\[
\kappa_s=\frac{(e_s\cdot\Lambda_j)^2}{\Omega\bar C_{jj}},
\]

which is still positive when \(\bar C_{jj}>0\). A combination of strains can give way earlier. With \(l=\Lambda^Te_s\) and \(\bar C\) positive definite, \(C=\bar C-ll^T/(\Omega\kappa_s)\) stops being positive definite at \(\kappa_s=l^T\bar C^{-1}l/\Omega\). The maximum formula above, with \(x\) restricted to strain \(j\), shows that this is at least \(l_j^2/(\Omega\bar C_{jj})\) for every \(j\). The crystal thus becomes unstable against strain before the mode itself becomes unstable at fixed strain. If \(\kappa_s=0\) with a finite coupling, \(Ku=\Lambda\eta\) has no solution for a strain with \(e_s\cdot\Lambda\eta\neq0\), and the harmonic formula does not apply.

**A negative eigenvalue.** If some \(\kappa_s\) is negative, the formula still gives the curvature of the energy at the stationary point, but that mode adds \((e_s\cdot\Lambda_j)^2/(\Omega|\kappa_s|)\) to \(C_{jj}\), a stiffening whenever \(e_s\cdot\Lambda_j\neq0\). Take the tetrahedral model with \(k_s=40\) N/m, \(k_b=-20\) N/m and the same \(a\). Then \(k_s+4k_b=-40\) N/m and \(\kappa=-53.33\) N/m, so the three nonzero eigenvalues of \(K\), equal by cubic symmetry, are \(2\kappa=-106.67\) N/m. The coupling is \(\lambda=-(5\times10^{-10})(120)/3\) N \(=-20\) nN. The clamped constant is \(-26.67\) GPa and

\[
C_{44}=-26.67\ \text{GPa}-\frac{(2\times10^{-8})^2}{(31.25\times10^{-30})(-53.33)}\ \text{Pa}=213.33\ \text{GPa}.
\]

This large positive value is no sign of stability. It follows the energy at a maximum with respect to \(w\), which the ions would leave after any small disturbance.

**A reference state under load.** If the ions feel forces at \(\eta=0\), the expansion has a term linear in \(u\), and the starting point is not an equilibrium. The ions must be relaxed before the derivatives are taken. If the stress is not zero, the second derivatives of the energy with respect to \(\eta\) are no longer by themselves the coefficients between Cauchy stress and small strain.

**Displacements that differ between cells.** The matrix \(K\) used here covers only displacements that repeat in every cell. An instability that enlarges the cell does not appear in it. In the larger cell it shows as a negative eigenvalue of \(K\). A homogeneous strain, however, produces the same forces in every small cell, so at the old positions this mode has no coupling to strain and the formula returns the same constants as before. The ions and the cell must first be relaxed to the new minimum, and the derivatives taken there.
